**Superexchange and hopping through a uniform bridge**

The program tests the coupling $V_{\rm eff}=(V_DV_A/t)\,[-\operatorname{sgn}(\Delta t)]^N\sinh\kappa/\sinh[(N+1)\kappa]$, with $\cosh\kappa=|\Delta|/(2|t|)$. Here $N$ is the number of bridge sites, $\Delta$ their energy above the degenerate donor and acceptor, $t$ the bridge coupling, and $V_D$, $V_A$ the end couplings. It asserts agreement with matrix inversion for both signs of $\Delta$ and $t$, and compares the half-splitting from full diagonalization with its leading correction. It also asserts the decay constant and its bounds, the vertical gap at the crossing, the Marcus rate from an integral over nuclear positions, and the mean hopping time from the master equation. For the model parameters chosen, hopping overtakes superexchange at $N=3$. From $N=2$ to $N=8$ the hopping rate falls by a factor of 7.0 and the superexchange rate by about $7\times10^{22}$. The output also gives the effects of thermal gap fluctuations and next-neighbour hops, and the golden-rule prefactors beside $kT/h$.

## Program and output

```python
# Result under test: a uniform tight-binding bridge of N sites, at energy gap
# above degenerate donor and acceptor, gives the superexchange coupling
#   V_eff = (vd*va/t) * (-sign(gap*t))**N * sinh(kappa)/sinh((N+1)*kappa),
#   cosh(kappa) = |gap|/(2|t|),
# so its rate decays by exp(-2*kappa) per site, while sequential hopping has
#   tau = (1/k_out+(N-1)/k_h+1/k_a)/p + N*(N-1)/(2*k_h) + N/k_a.
# t: bridge coupling; vd, va: end couplings; p: Boltzmann factor of a bridge
# site; k_out: site 1 to donor; k_h: bridge hop; k_a: site N to acceptor.
# Energies in eV, rates in 1/s, unless a test uses dimensionless numbers.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

HBAR = const.hbar / const.e
KB = const.k / const.e


def bridge_green(n, gap, t):
    h = gap * np.eye(n) + t * (np.eye(n, k=1) + np.eye(n, k=-1))
    return np.linalg.inv(-h)


def coupling(n, gap, t, vd, va):
    kappa = np.arccosh(abs(gap) / (2 * abs(t)))
    sign = (-np.sign(gap * t)) ** n
    return vd * va / t * sign * np.sinh(kappa) / np.sinh((n + 1) * kappa)


def marcus(v, dg, lam, kt):
    density = np.exp(-(dg + lam) ** 2 / (4 * lam * kt))
    density /= np.sqrt(4 * np.pi * lam * kt)
    return 2 * np.pi / HBAR * v ** 2 * density


def arrival_time(n, p, k_out, k_h, k_a):
    return ((1 / k_out + (n - 1) / k_h + 1 / k_a) / p
            + n * (n - 1) / (2 * k_h) + n / k_a)


def loss_matrix(rates):
    # rates[i, j] is the rate from i to j; the last state absorbs
    return np.diag(rates.sum(axis=1)[:-1]) - rates[:-1, :-1]


def solved_time(rates):
    m = loss_matrix(rates)
    return np.linalg.solve(m, np.ones(len(m)))[0]


def chain_rates(n, p, k_out, k_h, k_a):
    r = np.zeros((n + 2, n + 2))
    r[0, 1], r[1, 0], r[n, n + 1] = p * k_out, k_out, k_a
    for i in range(1, n):
        r[i, i + 1] = r[i + 1, i] = k_h
    return r


# Closed coupling against matrix inversion, for all signs of gap and t
for gap in (1.0, -1.0):
    for t in (0.3, -0.3, 0.48):
        for n in range(1, 9):
            direct = 0.02 * 0.03 * bridge_green(n, gap, t)[0, -1]
            assert np.isclose(direct, coupling(n, gap, t, 0.02, 0.03),
                              rtol=1e-9, atol=0)
for n in (1, 4, 9):  # band edge: algebraic decay
    assert np.isclose(abs(bridge_green(n, 2.0, 1.0)[0, -1]), 1 / (n + 1))
# McConnell limit, including its sign
for n in (1, 2, 5):
    mcc = 0.01 ** (n - 1) / (-1.0) ** n
    assert np.isclose(bridge_green(n, 1.0, 0.01)[0, -1], mcc,
                      rtol=1e-3, atol=0)

# Full diagonalization: half-splitting and its leading energy correction
split_rows = []
for n in (1, 2, 4):
    gap, t, v = 1.0, 0.1, 0.02
    h = np.diag([0.0] + [gap] * n + [0.0])
    links = [v] + [t] * (n - 1) + [v]
    h += np.diag(links, 1) + np.diag(links, -1)
    levels = np.linalg.eigvalsh(h)
    pair = levels[np.argsort(abs(levels))[:2]]
    half = abs(pair[0] - pair[1]) / 2
    veff = abs(coupling(n, gap, t, v, v))
    measured = half / veff - 1
    predicted = -(n + 1) * v ** 2 / gap ** 2
    assert np.isclose(measured, predicted, rtol=0.05, atol=0)
    split_rows.append((n, half, veff, measured, predicted))

# Asymptotic decay and strict bounds on the decay of each added site
decay_rows = []
for ratio in (2.1, 3.0, 5.0, 10.0):
    kappa = np.arccosh(ratio / 2)
    g30 = abs(bridge_green(30, ratio, 1.0)[0, -1])
    g31 = abs(bridge_green(31, ratio, 1.0)[0, -1])
    numeric = 2 * np.log(g30 / g31)
    assert np.isclose(numeric, 2 * kappa, rtol=1e-6)
    for n in range(1, 5):
        step = np.log(abs(bridge_green(n, ratio, 1.0)[0, -1]
                          / bridge_green(n + 1, ratio, 1.0)[0, -1]))
        assert kappa < step < np.log(ratio)
    decay_rows.append((ratio, numeric, 2 * kappa, 2 * np.log(ratio)))

# Worked model
temp, lam, g_b, t_b, v_end, spacing = 300.0, 0.6, 0.5, 0.010, 0.012, 5.0
kt = KB * temp
gap_b = g_b + lam / 2
site_lam = lam / 2

# Vertical gap and barrier at the lowest donor-acceptor crossing
for dg in (0.0, -0.2, 0.3):
    def e_d(q):
        return site_lam * ((q[0] - 1) ** 2 + q[1] ** 2 + q[2] ** 2)

    def e_a(q):
        return dg + site_lam * (q[0] ** 2 + (q[1] - 1) ** 2 + q[2] ** 2)

    def e_b(q):
        return g_b + site_lam * (q[0] ** 2 + q[1] ** 2 + (q[2] - 1) ** 2)

    res = minimize(e_d, [0.8, 0.1, 0.2], method="SLSQP",
                   constraints={"type": "eq",
                                "fun": lambda q: e_d(q) - e_a(q)},
                   options={"ftol": 1e-12})
    assert res.success
    assert abs(e_b(res.x) - e_d(res.x) - (g_b + lam / 2 - dg / 2)) < 1e-4
    assert abs(res.fun - (lam + dg) ** 2 / (4 * lam)) < 1e-5

    # Golden-rule density by integration over the nuclear distribution
    def crossing_density(x):
        y = x + dg / (2 * site_lam)
        boltz = np.exp(-site_lam * ((x - 1) ** 2 + y ** 2) / kt)
        return site_lam / (np.pi * kt) * boltz / (2 * site_lam)
    dens = quad(crossing_density, -1.5, 2.5, points=[0.5],
                epsabs=0, epsrel=1e-9)[0]
    assert np.isclose(2 * np.pi / HBAR * v_end ** 2 * dens,
                      marcus(v_end, dg, lam, kt), rtol=1e-6)

# Arrival time against the master equation, also where p is not small
for p in (0.5, 0.05, 1e-4):
    for n in (1, 2, 5, 9):
        args = (n, p, 1.3, 0.4, 0.9)
        assert np.isclose(solved_time(chain_rates(*args)),
                          arrival_time(*args), rtol=1e-8)
# Direct and sequential channels add when the bridge is hardly populated
args = (4, 1e-5, 1.3, 0.4, 0.9)
both = chain_rates(*args)
both[0, -1] = 2e-6
slowest = np.min(np.linalg.eigvals(loss_matrix(both)).real)
assert np.isclose(slowest, 2e-6 + 1 / arrival_time(*args), rtol=1e-3, atol=0)


def network(n, long_hops):
    g = [0.0] + [g_b] * n + [0.0]
    c = [v_end] + [t_b] * (n - 1) + [v_end]
    r = np.zeros((n + 2, n + 2))
    for i in range(n + 1):
        r[i, i + 1] = marcus(c[i], g[i + 1] - g[i], lam, kt)
        r[i + 1, i] = marcus(c[i], g[i] - g[i + 1], lam, kt)
    if long_hops:
        for i in range(n):
            mid = g[i + 1] - (g[i] + g[i + 2]) / 2 + lam / 2
            v = c[i] * c[i + 1] / mid
            r[i, i + 2] = marcus(v, g[i + 2] - g[i], lam, kt)
            r[i + 2, i] = marcus(v, g[i] - g[i + 2], lam, kt)
    return r


def hop_rate(n, kt_now):
    k_off = marcus(v_end, -g_b, lam, kt_now)
    k_h = marcus(t_b, 0.0, lam, kt_now)
    return 1 / arrival_time(n, np.exp(-g_b / kt_now), k_off, k_h, k_off)


def tunnel_rate(n, kt_now):
    return marcus(coupling(n, gap_b, t_b, v_end, v_end), 0.0, lam, kt_now)


def activation(rate, n):
    hi, lo = kt * (1 + 1e-4), kt * (1 - 1e-4)
    return -np.log(rate(n, hi) / rate(n, lo)) / (1 / hi - 1 / lo)


lengths = range(1, 9)
k_se = {n: tunnel_rate(n, kt) for n in lengths}
k_hop = {n: hop_rate(n, kt) for n in lengths}
for n in lengths:
    assert np.isclose(1 / solved_time(network(n, False)), k_hop[n], rtol=1e-4)
act_se, act_hop = activation(tunnel_rate, 3), activation(hop_rate, 3)
assert abs(act_se - (lam / 4 - kt / 2)) < 1e-4
assert abs(act_hop - (g_b + lam / 4 - kt / 2)) < 3e-3

# Thermal spread of bridge gaps at the crossing, weak-t product form;
# near-resonant gaps below 0.2 eV are left out
u = np.linspace(-8, 8, 801) * np.sqrt(lam * kt / 2)
w = np.linspace(-8, 8, 801) * np.sqrt(lam * kt)
pu = np.exp(-u ** 2 / (lam * kt))
pw = np.exp(-w ** 2 / (2 * lam * kt))
pu, pw = pu / pu.sum(), pw / pw.sum()
gaps = gap_b + u[:, None] + w[None, :]
inverse_sq = np.where(gaps > 0.2, (gap_b / np.maximum(gaps, 0.2)) ** 2, 0.0)
site_mean = inverse_sq @ pw
spread = {n: float(pu @ site_mean ** n) for n in lengths}
s2 = 1.5 * lam * kt / gap_b ** 2
assert abs(spread[1] - (1 + 3 * s2 + 15 * s2 ** 2 + 105 * s2 ** 3)) < 5e-3

cross = next(n for n in lengths if k_hop[n] > k_se[n])
cross_spread = next(n for n in lengths if k_hop[n] > spread[n] * k_se[n])
assert cross > 1 and cross == cross_spread
long_factor = solved_time(network(3, False)) / solved_time(network(3, True))
assert long_factor > 1

kappa_b = np.arccosh(gap_b / (2 * t_b))
prefactor = 2 * np.pi / HBAR / np.sqrt(4 * np.pi * lam * kt)
print("Half-splitting test, gap=1, t=0.1, V=0.02 (dimensionless)")
print("N, half-splitting, |V_eff|, relative difference, predicted")
for row in split_rows:
    print("%d  %.6e  %.6e  %.3e  %.3e" % row)
print("Rate decay per site (dimensionless)")
print("gap/|t|, from inversion N=30 to 31, exact 2*kappa, McConnell")
for row in decay_rows:
    print("%.1f  %.4f  %.4f  %.4f" % row)
print(f"Temperature: {temp:.0f} K; kT: {kt:.5f} eV")
print(f"Reorganization energy: {lam:.2f} eV")
print(f"Relaxed bridge free energy: {g_b:.2f} eV")
print(f"Vertical tunnelling gap: {gap_b:.2f} eV")
print(f"Bridge coupling t: {t_b:.3f} eV; end coupling: {v_end:.3f} eV")
print(f"Site spacing: {spacing:.1f} angstrom")
print(f"kappa: {kappa_b:.5f}; ln(gap/t): {np.log(gap_b / t_b):.5f}")
print(f"Exact beta: {2 * kappa_b / spacing:.4f} 1/angstrom")
print(f"Rate drop per site, exp(2*kappa): {np.exp(2 * kappa_b):.1f}")
print(f"Boltzmann factor p: {np.exp(-g_b / kt):.3e}")
print(f"Donor to site 1: {marcus(v_end, g_b, lam, kt):.3e} 1/s")
print(f"Site 1 to donor: {marcus(v_end, -g_b, lam, kt):.3e} 1/s")
print(f"Bridge hop: {marcus(t_b, 0.0, lam, kt):.3e} 1/s")
print("N, |V_eff| (eV), superexchange (1/s), hopping (1/s)")
for n in lengths:
    v = abs(coupling(n, gap_b, t_b, v_end, v_end))
    print(f"{n}  {v:.3e}  {k_se[n]:.3e}  {k_hop[n]:.3e}")
print(f"First N with hopping faster: {cross}")
print(f"Same with thermal gap spread: {cross_spread}")
print(f"Hopping rate ratio N=2 to N=8: {k_hop[2] / k_hop[8]:.3f}")
print(f"Superexchange ratio N=2 to N=8: {k_se[2] / k_se[8]:.3e}")
print(f"Activation energy, superexchange, N=3: {act_se:.4f} eV")
print(f"Activation energy, hopping, N=3: {act_hop:.4f} eV")
print("Gap-spread factor on superexchange, N=1, 2, 3: "
      + ", ".join(f"{spread[n]:.3f}" for n in (1, 2, 3)))
print(f"Next-neighbour-hop factor on hopping, N=3: {long_factor:.3f}")
print(f"Golden-rule prefactor, bridge: {prefactor * t_b ** 2:.3e} 1/s")
print(f"Golden-rule prefactor, ends: {prefactor * v_end ** 2:.3e} 1/s")
print(f"kT/h: {kt / (2 * np.pi * HBAR):.3e} 1/s")
print("checks complete")
```

Printed output:

```
Half-splitting test, gap=1, t=0.1, V=0.02 (dimensionless)
N, half-splitting, |V_eff|, relative difference, predicted
1  3.996805e-04  4.000000e-04  -7.987e-04  -8.000e-04
2  4.035447e-05  4.040404e-05  -1.227e-03  -1.200e-03
4  4.114833e-07  4.123286e-07  -2.050e-03  -2.000e-03
Rate decay per site (dimensionless)
gap/|t|, from inversion N=30 to 31, exact 2*kappa, McConnell
2.1  0.6298  0.6298  1.4839
3.0  1.9248  1.9248  2.1972
5.0  3.1336  3.1336  3.2189
10.0  4.5849  4.5849  4.6052
Temperature: 300 K; kT: 0.02585 eV
Reorganization energy: 0.60 eV
Relaxed bridge free energy: 0.50 eV
Vertical tunnelling gap: 0.80 eV
Bridge coupling t: 0.010 eV; end coupling: 0.012 eV
Site spacing: 5.0 angstrom
kappa: 4.38187; ln(gap/t): 4.38203
Exact beta: 1.7527 1/angstrom
Rate drop per site, exp(2*kappa): 6398.0
Boltzmann factor p: 3.984e-09
Donor to site 1: 1.056e+04 1/s
Site 1 to donor: 2.650e+12 1/s
Bridge hop: 6.531e+09 1/s
N, |V_eff| (eV), superexchange (1/s), hopping (1/s)
1  1.800e-04  2.116e+06  5.279e+03
2  2.250e-06  3.307e+02  2.590e+01
3  2.813e-08  5.170e-02  1.298e+01
4  3.517e-10  8.080e-06  8.660e+00
5  4.397e-12  1.263e-09  6.498e+00
6  5.497e-14  1.974e-13  5.200e+00
7  6.873e-16  3.085e-17  4.334e+00
8  8.592e-18  4.822e-21  3.715e+00
First N with hopping faster: 3
Same with thermal gap spread: 3
Hopping rate ratio N=2 to N=8: 6.971
Superexchange ratio N=2 to N=8: 6.859e+22
Activation energy, superexchange, N=3: 0.1371 eV
Activation energy, hopping, N=3: 0.6367 eV
Gap-spread factor on superexchange, N=1, 2, 3: 1.136, 1.379, 1.806
Next-neighbour-hop factor on hopping, N=3: 1.137
Golden-rule prefactor, bridge: 2.162e+12 1/s
Golden-rule prefactor, ends: 3.114e+12 1/s
kT/h: 6.251e+12 1/s
checks complete
```
